# Thermal reset noise of a 10 fF storage node

**The situation.** A memory cell stores a voltage on a node of capacitance $C=10$ fF. An n-channel thin-film transistor joins the node to a reset line held at the fixed voltage $V_0=1$ V. The transistor is switched on, the node settles, and the transistor is switched off. The reset is repeated many times at $T=300$ K. The voltage left on the node is not the same each time, and the question concerns this spread.

**Conventions.** The algebra is in atomic units, so the elementary charge is $e=1$. A charge is then a number of elementary charges, and a voltage times a charge is an energy. The symbol $e$ is put back when numbers enter. $C$ is the total capacitance of the node and does not depend on voltage. The node charge is $q$, and $v$ is the deviation of the node voltage from $V_0$. "Rms" means the square root of the mean squared deviation over repeated resets.

**Data.** $kT=0.025852$ eV at 300 K; $e=1.6022\times10^{-19}$ C.

## Part (a): the equilibrium spread

*While the transistor is on, node and line exchange electrons freely in both directions and reach thermal equilibrium. Find the probability distribution of $q$, and from it the mean square of $v$.*

**Answer.** The first need is the energy as a function of $q$. Charging the capacitor to $q$ at fixed temperature takes the work $q^2/(2C)$. The charge comes from the line, which gives up the energy $V_0q$ in supplying it. Node and line together therefore have

$$E(q)=\frac{q^2}{2C}-V_0q .$$

The second term must be kept. Without it the most probable charge would be zero, whatever the line voltage. Completing the square gives

$$E(q)=\frac{(q-CV_0)^2}{2C}-\frac{CV_0^2}{2}.$$

The last term does not depend on $q$ and cancels when the probabilities are normalized. With $x=q-CV_0$, the Boltzmann distribution is

$$P(x)\propto \exp\left(-\frac{x^2}{2CkT}\right).$$

This is a Gaussian centred on $x=0$, so the mean charge is $CV_0$, as it should be. For the width, write $s=CkT$ and $g(x)=e^{-x^2/(2s)}$. Since $g'=-(x/s)\,g$, we have $x^2g=-s\,x\,g'$. Integrating by parts,

$$\int_{-\infty}^{\infty}x^2g\,dx=-s\,\big[xg\big]_{-\infty}^{\infty}+s\int_{-\infty}^{\infty}g\,dx .$$

The bracket vanishes because $g$ falls faster than any power of $x$. Dividing by $\int g\,dx$ gives $\langle x^2\rangle=s$, that is

$$\langle x^2\rangle=kTC,\qquad \langle v^2\rangle=\frac{\langle x^2\rangle}{C^2}=\frac{kT}{C}.$$

The mean energy of the fluctuation is $\langle x^2\rangle/(2C)=kT/2$, the usual share of one quadratic degree of freedom.

Charge was treated here as continuous, although it moves in whole electrons. This is allowed if the distribution is many electrons wide, which part (b) confirms.

## Part (b): millivolts and electrons

*Evaluate the rms voltage error and the rms error in the number of electrons. How do the two change with $C$ at fixed temperature?*

**Answer.** Let $n$ be the excess number of electrons on the node. Each carries charge $-e$, so $x=-en$; the sign disappears on squaring. With $e$ restored,

$$\langle n^2\rangle=\frac{kTC}{e^2}=\frac{kT}{e^2/C}.$$

The variance of the electron number is a ratio of two energies: the thermal energy and the charging energy $e^2/C$. One electron changes the node voltage by

$$\frac{e}{C}=\frac{1.6022\times10^{-19}\ \text{C}}{10^{-14}\ \text{F}}=1.6022\times10^{-5}\ \text{V},$$

so $e^2/C=1.6022\times10^{-5}$ eV. Then

$$\langle n^2\rangle=\frac{0.025852}{1.6022\times10^{-5}}=1613.6,\qquad n_{\rm rms}=\sqrt{1613.6}=40.17 .$$

The voltage error is this number times the voltage per electron:

$$v_{\rm rms}=40.17\times1.6022\times10^{-5}\ \text{V}=0.6436\ \text{mV}.$$

The reset noise is **about 0.64 mV, or roughly 40 electrons**.

The distribution is thus many electrons wide, and $e^2/C$ is only $6.2\times10^{-4}$ of $kT$. As a test of the continuous treatment, the Boltzmann weights were summed over whole electron numbers, using $E(q)$ directly. The rms spread was again 40.17 electrons.

The node holds on average $CV_0/e=62\,415$ electrons' worth of charge at 1 V. The error is a fraction $40.17/62\,415\approx6.4\times10^{-4}$ of this, the same fraction as 0.64 mV of 1 V.

At fixed $T$, $v_{\rm rms}\propto C^{-1/2}$ but $n_{\rm rms}\propto C^{1/2}$:

- at 1 fF: 2.04 mV and 12.7 electrons;
- at 100 fF: 0.204 mV and 127 electrons.

Which capacitor is "quieter" therefore depends on the signal. If the signal is a fixed voltage, a larger $C$ helps. If it is a fixed number of electrons, as when light releases a given charge onto the node, a smaller $C$ helps, as far as reset noise is concerned.

## Part (c): the same noise from the resistor

*Model the conducting transistor as a resistance $R$ at temperature $T$. Its thermal noise is a voltage source in series with $R$, of mean square $4kTR\,df$ in each interval $df$ of positive frequency. Find $\langle v^2\rangle$ and explain the role of $R$.*

**Answer.** The source drives $R$ and $C$ in series, and $v$ is the voltage across $C$. At frequency $f$ the capacitor has impedance $1/(2\pi ifC)$. The voltage divider passes the fraction

$$\frac{1/(2\pi ifC)}{R+1/(2\pi ifC)}=\frac{1}{1+2\pi ifRC}.$$

Mean squares are multiplied by the squared modulus of this fraction. Adding all frequencies,

$$\langle v^2\rangle=\int_0^\infty\frac{4kTR}{1+(2\pi fRC)^2}\,df .$$

Put $u=2\pi fRC$, so that $df=du/(2\pi RC)$:

$$\langle v^2\rangle=\frac{4kTR}{2\pi RC}\int_0^\infty\frac{du}{1+u^2}=\frac{2kT}{\pi C}\cdot\frac{\pi}{2}=\frac{kT}{C}.$$

A larger resistance makes more noise per unit frequency, but the circuit passes a band that is narrower by the same factor. The product does not change. Numerical integration of the spectrum with $R=10^5$ and $10^7$ ohm gave 0.6436 mV in both cases.

The density $4kTR$ is classical. It requires $\hbar/(RC)\ll kT$, so that the frequencies in the pass band carry quanta much smaller than $kT$. For the transistor of part (f) the ratio is $1.8\times10^{-5}$.

## Part (d): can a slow switch-off remove the noise?

*As the transistor turns off, $R$ rises from a small value to a practically infinite one. Derive an equation for the variance of $v$ with time-dependent $R(t)$. Does a gentle switch-off reduce the final spread?*

**Answer.** The noise source can equally be drawn as a current $\xi(t)$ in parallel with $R$, with density $4kTR/R^2=4kT/R$ over positive frequencies. Spread over positive and negative frequencies, the density is half as large. White noise of this strength delivers, in a short time $dt$, a random charge $\eta$ with zero mean and

$$\langle\eta^2\rangle=\frac{2kT}{R}\,dt .$$

The current balance at the node is $C\,dv/dt=-v/R+\xi$. Over the time $dt$,

$$v(t+dt)=v(t)\left(1-\frac{dt}{RC}\right)+\frac{\eta}{C}.$$

The new random charge is independent of the present $v$, so variances add. Let $S=\langle v^2\rangle-\langle v\rangle^2$. To first order in $dt$,

$$S(t+dt)=S(t)\left(1-\frac{2\,dt}{RC}\right)+\frac{2kT}{RC^2}\,dt,$$

and therefore

$$\frac{dS}{dt}=-\frac{2}{RC}\left(S-\frac{kT}{C}\right).$$

$R$ may depend on time, provided that at each moment the transistor is a resistor in equilibrium at temperature $T$. The difference $y=S-kT/C$ obeys $dy/y=-2\,dt/(RC)$. If the node starts from a definite voltage, $S(0)=0$ and $y(0)=-kT/C$, so

$$S=\frac{kT}{C}\left(1-e^{-2\theta}\right),\qquad \theta=\int_0^t\frac{dt'}{R(t')\,C}.$$

Once $S$ has reached $kT/C$, the right-hand side of the rate equation is zero for every value of $R$. Raising $R$ slows the exchange of charge but leaves the spread unchanged. **A gentle switch-off does not reduce the noise.** When $R$ becomes practically infinite, the momentary value of $v$ is frozen in.

If every reset starts from the same definite voltage, the spread is smaller when the switch closes down before the node has settled. Let the conductance $1/R$ fall linearly from $1/R_0$ to zero in a time $t_r$. The area under the line gives $\theta=t_r/(2R_0C)$, so $S/(kT/C)=1-e^{-t_r/(R_0C)}$. This is 0.6321 for $t_r=R_0C$ and 0.9997 for $t_r=8R_0C$.

These values were tested on a model in which single electrons hop between line and node, with forward and backward rates in the ratio set by the Boltzmann factor. Starting from a definite electron number, about 50 away from the equilibrium mean, the model gave 0.6321 and 0.9997. The smaller spread has a price: the mean deviation decays only as $e^{-\theta}$, so for $t_r=R_0C$ a fraction $e^{-1/2}\approx0.61$ of the old voltage difference remains. The definite start is also essential. If incomplete resets simply follow one another, each inherits part of the earlier spread, and the variance builds up to $kT/C$ again.

The frozen error is random from one reset to the next but, leakage aside, constant after each one. Reading the node several times and averaging does not remove it. Reading it once directly after the reset, and subtracting this from a later reading without another reset between, does cancel it, because both readings contain the same $v$. Charge that leaks between the two readings is not cancelled.

## Part (e): a reset that conducts one way

*In another mode the line is held well above the node, and the transistor works below threshold. Electrons leave the node but do not return. The node voltage rises, and the current falls by a factor $\mathrm{e}=2.718\ldots$ for each rise of $kT/e$. Find the rms noise after a long reset.*

**Answer.** Let $N$ be the number of electrons that have left. Each raises the node voltage by $1/C$ in atomic units, so the rate of departure is

$$\lambda(N)=\lambda_0e^{-N/M},\qquad M=kTC .$$

$M$ is the variance found in part (b), 1613.6. Write $N=\bar N+\delta$, with $\bar N$ the mean. The typical $\delta$ is of order $\sqrt M$, much less than $M$, so the rate can be linearized:

$$\lambda(N)\approx\bar\lambda\left(1-\frac{\delta}{M}\right),\qquad \frac{d\bar N}{dt}=\bar\lambda .$$

Two effects change the variance $\sigma^2=\langle\delta^2\rangle$. Independent random departures at rate $\bar\lambda$ add variance at the rate $\bar\lambda$. The restoring term gives $d\delta/dt=-\bar\lambda\delta/M$, which removes variance at the rate $2\bar\lambda\sigma^2/M$. Hence

$$\frac{d\sigma^2}{dt}=\bar\lambda-\frac{2\bar\lambda}{M}\sigma^2 .$$

Dividing by $d\bar N/dt=\bar\lambda$ removes the time:

$$\frac{d\sigma^2}{d\bar N}=1-\frac{2\sigma^2}{M}\quad\Rightarrow\quad \sigma^2=\frac M2\left(1-e^{-2\bar N/M}\right),$$

for a definite starting charge. After a voltage rise of several $kT/e$, $\bar N$ is several times $M$ and $\sigma^2\to M/2$. The variance is half the equilibrium value, so the rms noise is smaller by $\sqrt2$: **0.455 mV, or 28.4 electrons**.

A random simulation of 12 000 such resets, run until $\bar N=3M$, gave $\sigma^2/M=0.502$. The formula gives $(1-e^{-6})/2=0.499$; the statistical error of the simulated value is about 1.3 percent of it.

The comparison with equilibrium shows where the factor of two comes from. In equilibrium electrons cross both ways, each at some rate $\Gamma$. The random crossings add variance at the rate $2\Gamma$. Detailed balance makes the ratio of the two rates $e^{-\delta/M}$, so the net restoring rate is $\Gamma\delta/M$. The balance $2\Gamma=2\Gamma\sigma^2/M$ gives $\sigma^2=M$. With one-way flow the restoring term has the same form, but only one stream of electrons makes noise.

There is no conflict with part (a), because the node is not yet in equilibrium with the line. The result holds while the node is still several $kT/e$ below the line, so that the return flow is negligible. The drawback is that the node has not settled: its mean voltage keeps creeping upwards. It also remembers where it started. If two resets start 100 mV apart and the lower one rises by $5\,kT/e$, they still end about 7 mV apart, far more than the noise. The smaller noise is therefore useful only if every reset starts from nearly the same voltage, or lasts long enough for the difference to fade. If the reset lasted long enough for the node to reach the line, electrons would cross both ways and the variance would rise to $M$.

The halving also depends on the ideal exponential. If the current needs a rise of $m\,kT/e$ to fall by the factor $\mathrm{e}$, then $M$ in the rate is replaced by $mM$, and $\sigma^2\to mM/2$. At $m=2$ the advantage is gone.

## Part (f): a rough real case

*Take an indium-gallium-zinc-oxide transistor with mobility $\mu=10$ cm²/Vs, a 10 nm gate dielectric of relative permittivity 8, channel width and length 100 nm, and a gate overlap of 20 nm on the node side. It is on for 20 ns with 1 V of overdrive; the gate swing is 3 V. The leakage is 1 aA and the hold time 1 s. Does the two-way result of part (b) apply, and what does it leave out?*

**Answer.**

*Settling.* The gate and channel form a parallel-plate capacitor. Its charge at 1 V of overdrive is

$$N_{\rm ch}=\frac{8\,\varepsilon_0\,(100\ \text{nm})^2\,(1\ \text{V})}{(10\ \text{nm})\,e}=442\ \text{electrons}.$$

For a small voltage along the channel, the resistance is the squared length divided by mobility times mobile charge:

$$R=\frac{L^2}{\mu eN_{\rm ch}}=\frac{(10^{-5}\ \text{cm})^2}{10\times442\times1.6022\times10^{-19}}\ \Omega=141\ \text{k}\Omega .$$

So $RC=1.41$ ns, and the on-time is about 14 $RC$. With this small-voltage $R$ taken as constant, an earlier difference of 1 V shrinks to roughly 0.7 µV. Even a remainder a hundred times larger would be below the noise. If contact resistance is negligible, the node has settled and part (b) applies. This needs checking in a short transistor: about 130 kΩ of contact resistance in series with the channel would leave a remainder of the 1 V difference as large as the reset noise.

*Offsets.* Suppose the gate falls in a time much shorter than $RC$, so that the line has no time to replace charge displaced from the node. At switch-off the channel electrons must leave. If half go to the node, its voltage drops by $221\times1.6022\times10^{-5}$ V $\approx3.5$ mV. The overlap has one fifth of the channel's area, so the falling gate displaces the equivalent of $3\times0.2\times442\approx265$ electrons, a further drop of about 4.2 mV. Each shift is then several times the reset noise. A slower fall makes both smaller, because the line replaces part of the charge while the transistor still conducts. The overlap shift does not vanish, however: about 2 V of the 3 V swing comes after the channel has closed, and this part, roughly 2.8 mV, remains. However, both repeat at every reset of the same cell as long as the gate waveform, line voltage, temperature and threshold voltage stay the same. They are then offsets and do not add to the spread. If the threshold drifts, the offsets drift too: for a fast fall, a change of 0.1 V alters the channel's share by about 22 electrons, or 0.35 mV.

*Extra randomness.* If each channel electron chose its side independently with equal chance, the number reaching the node would have variance $N_{\rm ch}/4$, an rms of 10.5 electrons. This overstates the randomness of a fast switch-off, in which the channel empties too quickly to stay in equilibrium with the node. The channel electrons repel one another and are held by the gate, so they do not choose independently. The natural scale of the extra variance is $kT$ times the channel capacitance over $e^2$, that is $442\times0.025852\approx11$, which corresponds to an rms of only 3 to 4 electrons. The value 10.5 is kept below as a generous ceiling. Leakage moves on average 6.2 electrons in 1 s; if they cross independently and all in one direction, the rms is $\sqrt{6.2}=2.5$. Treating all three contributions as independent,

$$\sqrt{1613.6+10.5^2+6.2}\approx41.6\ \text{electrons},$$

about 4 percent above the reset noise alone. With an rms of 4 electrons in place of 10.5, the total is about 40.4 electrons, less than 1 percent above it.

*Temperature.* At 358 K, with $C$ unchanged, the reset noise is 0.703 mV or 43.9 electrons. This is 9 percent more than at 300 K, from the factor $\sqrt{358/300}$.

*Comparison with real cells.* Ten femtofarads is the rough size of a storage capacitor in dynamic memory. Cells that store charge on the gate of a read transistor can have about 1 fF or less, where the model gives 2 mV or more. The mobility is typical of this oxide; leakage differs widely between devices, and 1 aA is only a rough choice. If the storage dielectric is also 10 nm thick, its field at 1 V is 1.0 MV/cm, below the several MV/cm at which good alumina-like films roughly break down. The gate dielectric comes closer to that limit: with a threshold voltage of 0.5 V, the gate stands 2.5 V above a node still at 0 V, which gives 2.5 MV/cm. One assumption open to doubt is equilibrium during a fast switch-off; by the rough estimates above, its failure moves the result by about 1 percent or less, and by a few percent even on the generous independent-electron figure. Noise from charge traps, from the gate driver and from the reset line is left out and has not been sized, so a real cell may be noisier.

For storing one bit as 0 or 1 V, an error of 0.64 mV is negligible. It matters when the node holds an analogue value or many closely spaced levels. The main values are listed in the numerical output below.

## Calculated quantities

```
Node capacitance: 10.0 fF
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Charging energy e^2/C: 1.6022e-05 eV
Ratio kT/(e^2/C), variance of electron number: 1613.6
RMS reset noise, formula: 0.6436 mV
RMS reset noise, formula: 40.17 electrons
RMS from sum over whole electrons: 40.17 electrons
RMS from noise spectrum, R = 1e5 ohm: 0.6436 mV
RMS from noise spectrum, R = 1e7 ohm: 0.6436 mV
Switch ramp 1 RC, variance/(kTC/e^2): hopping 0.6321, formula 0.6321
Switch ramp 8 RC, variance/(kTC/e^2): hopping 0.9997, formula 0.9997
One-way reset, simulated variance/(kTC/e^2): 0.502
One-way reset, formula rms: 0.455 mV
One-way reset, formula rms: 28.4 electrons
Reset voltage: 1.0 V
Mean stored charge at reset voltage: 62415 electrons
RMS noise at 1 fF: 12.7 electrons
RMS noise at 1 fF: 2.04 mV
RMS noise at 100 fF: 127.0 electrons
RMS noise at 100 fF: 0.204 mV
Mobility (rough): 10 cm2/Vs
Dielectric thickness: 10 nm
Relative permittivity (rough): 8
Channel width and length: 100 nm
Gate overlap length: 20 nm
Gate overdrive: 1.0 V
Gate swing: 3.0 V
On-resistance: 141 kohm
RC time: 1.41 ns
On-time: 20 ns
Memory left of a 1 V earlier difference: 0.70 uV
Quantum scale hbar/(RC kT): 1.8e-05
Charging energy over kT: 6.2e-04
Channel charge: 442 electrons
Injection offset, half the channel: 3.54 mV
Random splitting, rough rms: 10.5 electrons
Gate feedthrough offset: 4.24 mV
Leakage current (rough): 1 aA
Hold time: 1 s
Mean leaked charge: 6.2 electrons
Leakage shot noise, rms: 2.5 electrons
Reset, splitting and leakage noise together: 41.6 electrons
Field in storage dielectric at reset voltage: 1.0 MV/cm
RMS noise at 358 K: 43.9 electrons
RMS noise at 358 K: 0.703 mV
```
